# Counting equivalent film orientations: antiparallel boron nitride on a C6v surface

A single layer of hexagonal boron nitride grows on a metal from many separate nuclei. Suppose that every nucleus lies with its zigzag atomic rows along the close-packed rows of the metal. The grains are then all aligned, yet they need not join into one crystal. Turn one of them by 60°: its rows are again parallel to the metal rows, but each boron atom now has its three nitrogen neighbours on the opposite sides. Where such a grain meets an unturned one, no single arrangement of boron and nitrogen atoms continues across the meeting line, and a grain boundary remains. How many such orientations does a surface offer at equal energy?

The answer compares two groups. Let $G$ be the point group of the surface: the linear parts $g$ of all operations $\mathbf r\to g\mathbf r+\boldsymbol\tau$ that map the surface to itself and keep its outward normal. Let $F$ be the point group of the film in one given orientation, written in the same axes, and let $H=G\cap F$ be the shared subgroup. The number of orientations that the surface symmetry makes equivalent to the given one is

$$N=\frac{|G|}{|H|}. \qquad (1)$$

For aligned boron nitride on a surface of symmetry $C_{6v}$ this is $12/6=2$. Equation (1) counts orientations related by symmetry. It does not say which orientation has the lowest energy.

## Why symmetry gives equal energy

Both derivations below rest on one fact. Call $Q$ the pattern of film atoms, with two patterns regarded as the same if they differ by a translation. Let $U(Q,\mathbf t)$ be the energy of the film on the surface when the pattern is shifted by $\mathbf t$ in the plane. For an extended film, $U$ is the energy per area. The energy of an orientation is the best value over all shifts,

$$E(Q)=\min_{\mathbf t}U(Q,\mathbf t).$$

Apply the surface operation $\mathbf r\to g\mathbf r+\boldsymbol\tau$ to the film alone. A film atom at $\mathbf x+\mathbf t$ moves to $g\mathbf x+(g\mathbf t+\boldsymbol\tau)$, so the pattern becomes $gQ$ and the shift becomes $g\mathbf t+\boldsymbol\tau$. Moving film and surface together would leave the energy unchanged, and the surface is mapped to itself, so moving the film alone does so too:

$$U(gQ,\,g\mathbf t+\boldsymbol\tau)=U(Q,\mathbf t).$$

As $\mathbf t$ runs over the plane, $g\mathbf t+\boldsymbol\tau$ also runs over the whole plane, once. The two minima are therefore equal:

$$E(gQ)=E(Q)\quad\text{for every } g\in G. \qquad (2)$$

The translation $\boldsymbol\tau$ has dropped out, which is why a glide line of the surface counts as much as a mirror line.

## First derivation: cosets

By (2), the orientations equivalent to $Q$ are the patterns $gQ$ with $g$ in $G$. There are $|G|$ operations, but several may give the same pattern. Two of them do so when

$$gQ=g'Q\;\Longleftrightarrow\;Q=g^{-1}g'Q\;\Longleftrightarrow\;g^{-1}g'\in F .$$

The first step applies $g^{-1}$ to both sides; the second is the definition of $F$ as the set of operations that leave $Q$ unchanged. Since $g$ and $g'$ belong to the group $G$, so does $g^{-1}g'$. The condition is therefore $g^{-1}g'\in H$, or

$$g'=gh\quad\text{with } h\in H. \qquad (3)$$

The operations that give the same pattern as $g$ thus form the set $gH=\{gh:h\in H\}$, a left coset of $H$.

Each coset has $|H|$ members, because $gh_1=gh_2$ implies $h_1=h_2$ after multiplication by $g^{-1}$. Two cosets with a common member are identical, because all their members give the same pattern as that member. The cosets therefore divide $G$ into separate sets of equal size, one for each distinct pattern. Counting the elements of $G$ in this way gives $|G|=N|H|$, which is (1).

### The two variants written out

A free, flat boron nitride layer has the point group $D_{3h}$, with 12 operations. Six of them reverse the normal: the horizontal mirror, two rotation-reflections and three twofold rotations about in-plane axes. None of these can be in $G$. The other six are the identity, the rotations by $\pm120°$ and three vertical mirrors, which form $C_{3v}$.

Put the zigzag rows and the close-packed metal rows along $x$. The three bonds from a boron atom to its nitrogen neighbours then point along 90°, 210° and 330°. The group $C_{6v}$ consists of six rotations by $60°j$ and six reflections in lines at angle $30°j$, with $j=0,\dots,5$.

- A rotation by an even multiple of 60° permutes the three bonds. An odd multiple sends them to 30°, 150° and 270°.
- A reflection in a line at angle $\alpha$ sends a direction $\varphi$ to $2\alpha-\varphi$. With $\alpha=30°j$ the bond at 90° goes to $60°j-90°$. For $j=1,3,5$ this is 330°, 90° and 210°, so the bonds are kept. For $j=0,2,4$ it is 270°, 30° and 150°, so they are reversed.

Six operations keep the set of bonds and six replace it by the other set. Hence $H$ is the whole $C_{3v}$ of the film, and $N=12/6=2$. The second set is the first with every direction changed by 180°, so the variants are antiparallel. Turning by 60° and turning by 180° give the same result, because the two differ by 120°, a symmetry of the film.

Two limits show what (1) measures. If every surface operation is also a film operation, then $H=G$ and $N=1$; an aligned film with the full $C_{6v}$ symmetry, such as graphene, has a single variant here. If film and surface share nothing but the identity, then $N=|G|$, and no two surface operations give the same placement.

## Second derivation: the energy as a function of angle

The same number follows without cosets, from the periods of a function of one variable. Let the surface have an $n$-fold axis and mirrors, $G=C_{nv}$, and let the film, seen from above, have an $m$-fold axis and mirrors, $C_{mv}$. Measure the film angle $\theta$ from a position $Q_0$ in which a film mirror line lies on a surface mirror line. In that position the shared mirror $M$ obeys $MQ_0=Q_0$.

Three relations hold for $E(\theta)$. Turning the film by $2\pi/m$ restores the same pattern, and turning it by $2\pi/n$ is a surface operation, so

$$E(\theta+2\pi/m)=E(\theta),\qquad E(\theta+2\pi/n)=E(\theta).$$

A reflection reverses the sense of a rotation, $MR(\theta)=R(-\theta)M$. Hence $MR(\theta)Q_0=R(-\theta)MQ_0=R(-\theta)Q_0$, and by (2)

$$E(-\theta)=E(\theta).$$

The two periods combine into a shorter one. Let $d$ be the greatest common divisor of $n$ and $m$, and $L=nm/d$ their least common multiple. There are integers $u$ and $v$ with $um+vn=d$. Division by $nm$ gives

$$\frac un+\frac vm=\frac{d}{nm}=\frac1L ,$$

so $u$ steps of $2\pi/n$ and $v$ steps of $2\pi/m$ add up to $2\pi/L$. Conversely, both original periods are whole multiples of $2\pi/L$. The angles that symmetry ties to a given $\theta_0$ are therefore

$$\theta_0+\frac{2\pi}{L}k\quad\text{and}\quad-\theta_0+\frac{2\pi}{L}k,\qquad k \text{ an integer}. \qquad (4)$$

Distinct film patterns occupy an interval of length $2\pi/m$. Each sequence in (4) has $(2\pi/m)/(2\pi/L)=L/m=n/d$ members in it. The two sequences coincide if $2\theta_0$ is a multiple of $2\pi/L$, and otherwise have no common member. Thus

$$N=\begin{cases}n/d, & \theta_0 \text{ a multiple of } \pi/L,\\ 2n/d, & \text{otherwise.}\end{cases} \qquad (5)$$

For boron nitride on $C_{6v}$, $m=3$, $n=6$, $d=3$ and $L=6$. The aligned film has $\theta_0=0$ and $N=6/3=2$. The energy repeats every 60° while the film repeats every 120°, so each energy value at alignment occurs twice. At a general angle $N=4$.

To see that (5) is (1), count the shared operations. The common rotations are those by multiples of $2\pi/d$, and there are $d$ of them. The surface mirror lines lie at $\pi j/n$ and the film mirror lines at $\theta_0+\pi k/m$. A line is shared if

$$\theta_0=\frac{\pi j}{n}-\frac{\pi k}{m}=\frac{\pi}{L}\left(j\frac md-k\frac nd\right),$$

where $L/n=m/d$ and $L/m=n/d$ were used. Since $m/d$ and $n/d$ have no common factor, the bracket can take any integer value, and the condition is that $\theta_0$ be a multiple of $\pi/L$. One shared mirror, multiplied by the $d$ shared rotations, gives $d$ shared mirrors. So $|H|=2d$ in the first line of (5) and $|H|=d$ in the second. With $|G|=2n$, the ratio $|G|/|H|$ is $n/d$ or $2n/d$, as found.

### What deeper atomic layers change

An fcc (111) surface has $C_{6v}$ symmetry in its outermost atomic layer alone. The layer below sits under one half of the threefold hollows, so a 60° rotation is no longer a symmetry, and $G$ becomes $C_{3v}$ with mirrors at 30°, 90° and 150°. These are the mirrors of the aligned film. Now $H=G$ and $N=6/6=1$. The antiparallel orientation still exists, but its energy is no longer tied to that of the first.

The angular picture shows how the tie is lost. An even function of period $2\pi/L$ has the Fourier series $E(\theta)=\sum_{k\ge0}A_k\cos(kL\theta)$. On the $C_{3v}$ surface $L=3$, and at $\theta=\pi/3$ each cosine equals $\cos k\pi=(-1)^k$. Therefore

$$E(0)-E(\pi/3)=\sum_k A_k\left[1-(-1)^k\right]=2\sum_{k\ \mathrm{odd}}A_k .$$

On a $C_{6v}$ surface the odd terms are absent, since the series then contains cosines of multiples of $6\theta$. The splitting comes from the odd terms alone, and these exist only because the deeper layers lower the symmetry. The deeper layers also change the constant and the even terms, but those are the same for both variants.

## A flake on a copper-like surface

A small flake allows the count to be made from energies, without group theory. The flake is a triangle of 21 boron and 25 nitrogen atoms with lattice constant 0.250 nm. It lies rigidly, 0.30 nm above a triangular layer of metal atoms spaced by 0.255 nm. Each film atom of species $s$ interacts with each metal atom at distance $r$ through a Morse energy,

$$V_s(r)=D_s\left(x^2-2x\right),\qquad x=e^{-\kappa(r-r_s)},$$

with $\kappa=20$ nm$^{-1}$, $D_B=0.04$ eV, $D_N=0.05$ eV, $r_B=0.30$ nm and $r_N=0.32$ nm. These pair parameters are round numbers, not fitted to any material. The energy is minimized over a $6\times6$ grid of shifts in the surface cell. Surface operations map this grid to itself, so it preserves the degeneracies, though the energies are minima on a coarse grid.

The energy was computed every 5° from 0° to 115°, and angles with energies equal within $10^{-9}$ eV were counted as degenerate. On the $C_{6v}$ layer the aligned flake has the partners 0° and 60°. At 10° there are four equivalent angles, 10°, 50°, 70° and 110°, as (5) requires. With three metal layers, stacked as in an fcc crystal, the aligned orientation stands alone.

The same comparison was made for a square layer, a rectangular layer and a shifted double layer with a single mirror, each with the flake at 0°, 10° and 30°. In all 15 cases the number of degenerate angles equals $|G|/|H|$. The square layer has $|G|=8$ and shares one mirror with the aligned flake, so $N=8/2=4$; at 10° nothing but the identity is shared and $N=8$. Equivalent angles agree within $1.8\times10^{-15}$ eV, while the nearest inequivalent angle differs by $2.6\times10^{-5}$ eV, so the count does not depend on a delicate choice of threshold.

### Reading the energies

On the single metal layer the lowest of the scanned orientations are 0° and 60°, both at $-7.5736$ eV for the whole flake. At 30° the energy is $-7.2872$ eV, higher by 0.2864 eV. If $E(\theta)$ were a constant plus one term in $\cos6\theta$, a turn by 5° would cost

$$\frac{0.2864\ \text{eV}}{2}\,(1-\cos30°)=0.019\ \text{eV}.$$

The computed cost is 0.096 eV, five times as much. Higher harmonics are therefore important, and the energy well around alignment is narrower than a single cosine would make it.

At 1300 K the thermal energy is $k_BT=0.1120$ eV. With each angle taken at its best shift, the Boltzmann factor for a 5° turn is $e^{-0.0958/0.1120}=0.43$. At the fixed height of 0.30 nm a nucleus this small is thus not firmly aligned. This conclusion depends on the height. If the flake may settle to its best height at each angle, about 0.27 nm, the same pair energies give a cost of 0.38 eV and a factor of only 0.03. Firm alignment, which the two-variant picture supposes, needs a restoring energy of several $k_BT$, and a closer approach to the metal is one way to obtain it.

The deeper layers split the two aligned variants by $\Delta=0.1122$ meV for the whole flake. If nuclei are populated according to their energies, the favoured variant has the fraction

$$p=\frac{1}{1+e^{-\Delta/k_BT}}=0.50025,$$

so this loss of symmetry has almost no effect on the populations in the model. With the height free the splitting rises to about 0.25 meV, still far too small to matter. A ten-to-one preference requires $\Delta=k_BT\ln10=0.258$ eV, or 12.28 meV for each of the 21 boron atoms. The whole-flake value of 0.258 eV is about 2300 times the model splitting.

### What this means for grain boundaries

Take two neighbouring nuclei whose orientations are independent. With $N$ equally likely variants, the second matches the first with probability $1/N$, so they differ with probability $1-1/N$. For $N=2$ this is one half. With unequal fractions $p$ and $1-p$, they differ if the first is of one kind and the second of the other, in either order:

$$P=2p(1-p).$$

A ten-to-one preference, $p=10/11$, gives $P=20/121=0.165$. Even then about one meeting in six leaves an antiparallel boundary. Matching orientation does not by itself guarantee a seamless join, since two grains may still be shifted relative to each other; $N$ does not count shifts.

Steps on the surface can remove the degeneracy, but their direction matters. A regular train of straight steps on the $C_{6v}$ layer destroys all rotations and can keep at most the mirror perpendicular to the steps. If the steps run along the zigzag rows, at 0°, that mirror line is at 90° and belongs to the aligned film: $H=G$ and $N=1$. If they run at 90°, the mirror line is at 0°, which reverses the bonds, and $N=2$ survives. The shifted double layer, whose mirror line is at 0°, shows the same rule: it gives $N=2$ for the flake at 0° and $N=1$ for the flake at 30°, where a flake mirror falls on the surface mirror. For single-orientation growth, $N=1$ is not sufficient. The chosen orientation must also lie below the inequivalent ones by several $k_BT$ while the nucleus can still choose.

### The model beside real copper

The height and the temperature are rough values for boron nitride growth on copper; the lattice constants are rough room-temperature values. The binding, $7.57/21=0.36$ eV per boron atom, is probably somewhat high for a weakly held layer. The model leaves out charge transfer, relaxation, steps and the bonding of flake edges to the metal. The last two can favour one variant far more strongly than the pair energy does, and growth of boron nitride in a single orientation on stepped copper is known. The splitting of 0.11 meV is therefore no prediction for copper. What carries over is the scale: a preference of about 0.26 eV per nucleus at 1300 K, from whatever source, lowers the fraction of antiparallel meetings from 0.5 to 0.165 if nuclei are populated according to their energies.

The mismatch of the lattices also limits the flake result. Aligned lattices come back into register after a length $\lambda$ that holds one more film period than metal periods, $\lambda/a_f-\lambda/a_m=1$, so

$$\lambda=\frac{a_ma_f}{a_m-a_f}=\frac{0.255\times0.250}{0.005}\ \text{nm}=12.75\ \text{nm}.$$

The boron rows at the flake edge are $5\times0.250=1.25$ nm long, a tenth of this, so the flake stays nearly in register. Because $\lambda$ depends on a small difference of lengths, it is sensitive to thermal expansion. At 1300 K copper is about 2 % longer, while the film hardly expands, and $\lambda$ falls to about 6.4 nm. The flake edge is then a fifth of $\lambda$. In the model at fixed height this changes the cost of a 5° turn only from 0.096 to 0.101 eV. A rigid island much larger than $\lambda$ samples all registries, and its energies cannot be found by scaling up those of the flake.

## What each derivation assumes

Both derivations use (2), and so both need a surface whose symmetry is that of $G$ over the region felt by the nucleus. A step, a defect or a deeper layer that matters can reduce $G$ for both. Both count degeneracies forced by symmetry; an accidental equality of energies would add to the number found in a scan.

The coset derivation assumes nothing about the form of the groups. It holds for a film without mirrors, but the meaning of a variant then widens. A film of symmetry $C_3$ on $C_{6v}$ has $|H|=3$ and $N=4$. Two of the four placements are rotated copies; the other two are mirror images, which for a flat layer means the layer lying face down. If growth does not supply face-down layers, two variants remain.

The angular derivation assumes that one angle describes every placement. On a surface with mirrors this requires a mirror in the film as well, and the derivation was carried out for that case. In return it gives more than a number. It locates the equivalent angles, shows at which angles the count doubles, and identifies the Fourier terms that split the variants when the surface symmetry is lowered. The numerical output lists the orders, counts and angles for all 15 cases.

## Calculated quantities

```
INPUTS
metal spacing 0.255 nm, film lattice constant 0.250 nm
flake height 0.30 nm, Morse decay constant 20 1/nm
Morse depths: B 0.04 eV, N 0.05 eV
Morse distances: B 0.30 nm, N 0.32 nm
flake: 21 boron and 25 nitrogen atoms
order of film point group seen from above: 6
COUNTS: |G|, |H|, |G|/|H|, degenerate angles found in energy scan
C6v top layer of (111), film at 0 deg: 12, 6, 2, 2 (at 0 60 deg)
C6v top layer of (111), film at 10 deg: 12, 3, 4, 4 (at 10 50 70 110 deg)
C6v top layer of (111), film at 30 deg: 12, 6, 2, 2 (at 30 90 deg)
C3v three layers (111), film at 0 deg: 6, 6, 1, 1 (at 0 deg)
C3v three layers (111), film at 10 deg: 6, 3, 2, 2 (at 10 110 deg)
C3v three layers (111), film at 30 deg: 6, 3, 2, 2 (at 30 90 deg)
C4v square layer, film at 0 deg: 8, 2, 4, 4 (at 0 30 60 90 deg)
C4v square layer, film at 10 deg: 8, 1, 8, 8 (at 10 20 40 50 70 80 100 110 deg)
C4v square layer, film at 30 deg: 8, 2, 4, 4 (at 0 30 60 90 deg)
C2v rectangular layer, film at 0 deg: 4, 2, 2, 2 (at 0 60 deg)
C2v rectangular layer, film at 10 deg: 4, 1, 4, 4 (at 10 50 70 110 deg)
C2v rectangular layer, film at 30 deg: 4, 2, 2, 2 (at 30 90 deg)
Cs shifted double layer, film at 0 deg: 2, 1, 2, 2 (at 0 60 deg)
Cs shifted double layer, film at 10 deg: 2, 1, 2, 2 (at 10 50 deg)
Cs shifted double layer, film at 30 deg: 2, 2, 1, 1 (at 30 deg)
largest energy spread among equivalent angles: 1.8e-15 eV
smallest gap to an inequivalent angle: 2.6e-05 eV
BOND STAR ON THE C6v SURFACE
B-to-N bond directions, first variant: 90 210 330 deg
B-to-N bond directions, second variant: 30 150 270 deg
operations keeping / reversing the bonds: 6 / 6
ENERGIES AND NEGLECTED EFFECTS
lowest-energy angles, top layer only: 0 and 60 deg
flake energy at 0 deg, top layer only: -7.5736 eV
flake energy at 60 deg, top layer only: -7.5736 eV
flake energy at 30 deg, top layer only: -7.2872 eV
cost of a 5 deg misalignment: 0.0958 eV
thermal energy at 1300 K: 0.1120 eV
splitting of variants by deeper layers: 0.1122 meV
favoured-variant fraction with this splitting: 0.50025
splitting per boron atom for 10:1 preference: 12.28 meV
chance that two meeting grains differ, equal variants: 0.500
same chance with the model splitting: 0.50000
same chance at 10:1 preference: 0.165
lattice mismatch: 2.0 percent
moire period of the aligned film: 12.75 nm
```
